# The Electron Has No Regulator-Independent Charge Radius in One-Loop QED: verification in Python

```python
"""Result under test: the one-loop electron charge slope is infrared divergent,
  F1'(0) = alpha/(3 pi m^2) [ln(m/lam) - 3/8],  F2(0) = alpha/(2 pi),
and lam cancels only with soft emission (resolution dE) or atomic binding:
  ln(m/lam) -> ln(m/(2 dE)) + 5/6   or   ln(m/(2 Delta)) + 5/6.
Symbols: m electron mass (=1 in loop integrals), lam photon mass, Q momentum
transfer, Delta atomic excitation energy, G_E = F1 + q^2 F2/(4 m^2).
Atomic sums use Hartree atomic units and a fixed point nucleus with Z = 1."""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from mpmath import mp

alpha = const.fine_structure
compton_fm = const.hbar / (const.m_e * const.c) * 1e15
T, W = np.polynomial.legendre.leggauss(400)
TU, WU = np.polynomial.legendre.leggauss(40)


def log_integral(f, lo, hi):
    """Integral of f from lo to hi, Gauss-Legendre in the logarithm."""
    a, b = math.log(lo), math.log(hi)
    s = np.exp(0.5 * (b - a) * T + 0.5 * (a + b))
    return 0.5 * (b - a) * np.sum(W * s * f(s))


# ---- Dirac algebra of the vertex numerator, explicit matrices ----
sig = [np.array([[0, 1], [1, 0]], complex),
       np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gam = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gam += [np.block([[zero2, s], [-s, zero2]]) for s in sig]
metric = np.array([1.0, -1.0, -1.0, -1.0])
one4 = np.eye(4)


def slash(v):
    return sum(metric[i] * v[i] * gam[i] for i in range(4))


def on_shell(p3):
    p3 = np.array(p3, float)
    return np.concatenate(([math.sqrt(1 + p3 @ p3)], p3))


p_in, p_out = on_shell([0.3, -0.2, 0.5]), on_shell([-0.1, 0.4, 0.25])
q = p_out - p_in
q2 = np.sum(metric * q * q)
x, y, z = 0.2, 0.5, 0.3
for mu in range(4):
    numerator = 0
    for yy in (x, y):                      # average over exchange of x and y
        k = z * p_in - yy * q
        for nu in range(4):
            numerator = numerator + 0.5 * metric[nu] * (
                gam[nu] @ (slash(k + q) + one4) @ gam[mu]
                @ (slash(k) + one4) @ gam[nu])
    A = (1 - x) * (1 - y) * q2 + 1 - 2 * z - z * z
    B = z * (z - 1)
    reduced = A * gam[mu] + B * (p_in + p_out)[mu] * one4
    left, right = slash(p_out) + one4, slash(p_in) + one4
    assert np.allclose(left @ (-numerator / 2) @ right,
                       left @ reduced @ right, atol=1e-11)
    loop_sq = sum(0.25 * metric[a] * metric[n]
                  * gam[n] @ gam[a] @ gam[mu] @ gam[a] @ gam[n]
                  for a in range(4) for n in range(4))
    assert np.allclose(-loop_sq / 2, -0.5 * gam[mu])

# ---- Euclidean radial loop integrals ----
D1, D2 = 0.7, 1.9
value = quad(lambda r: r**3 / (r * r + D1)**3, 0, np.inf)[0]
assert abs(value - 1 / (4 * D1)) < 1e-8
value = quad(lambda r: r**5 * (1 / (r * r + D1)**3 - 1 / (r * r + D2)**3),
             0, np.inf)[0]
assert abs(value - 0.5 * math.log(D2 / D1)) < 1e-7


# ---- form factors in units of alpha/(2 pi) ----
def F1_loop(qsq, lam):
    """F1(qsq) - 1 from the two-dimensional Feynman-parameter integral."""
    u, wu = 0.5 * (TU + 1), 0.5 * WU

    def inner(s):
        s = s[:, None]
        xy = s * s * u * (1 - u)
        zz = 1 - s
        d0 = s * s + lam * lam * zz
        d = d0 - qsq * xy
        a = 1 - 4 * zz + zz * zz
        f = np.log(d0 / d) + (a + qsq * (1 - s + xy)) / d - a / d0
        return (s * f) @ wu
    return log_integral(inner, lam * 1e-6, 1.0)


def F1_slope(lam):
    def f(s):
        d = s * s + lam * lam * (1 - s)
        return ((s**3 / 3 + s * (1 - s)) / d
                + (s * s + 2 * s - 2) * s**3 / (6 * d * d))
    return log_integral(f, lam * 1e-6, 1.0)


def F2_zero(lam):
    return log_integral(lambda s: 2 * s * s * (1 - s)
                        / (s * s + lam * lam * (1 - s)), lam * 1e-6, 1.0)


h = 1e-3
for lam in (1e-4, 1e-5):
    difference = (F1_loop(h, lam) - F1_loop(-h, lam)) / (2 * h)
    assert abs(difference - F1_slope(lam)) < 1e-4
    assert abs(difference - 2 / 3 * (math.log(1 / lam) - 3 / 8)) < 2e-3
assert abs(F2_zero(1e-7) - 1) < 1e-5


def GE_slope(lam):
    """G_E'(0) in units of alpha/(3 pi m^2)."""
    return 1.5 * (F1_slope(lam) + F2_zero(lam) / 4)


assert abs(GE_slope(1e-7) - math.log(1e7)) < 1e-4


# ---- low-momentum reduction of the F2 part of the charge vertex ----
def spinors(p):
    return (slash(p) + one4)[:, :2] / math.sqrt(p[0] + 1)


a3, b3 = np.array([0.010, -0.004, 0.006]), np.array([-0.003, 0.008, 0.005])
pa, pb = on_shell(a3), on_shell(b3)
qab = pb - pa
pauli = sum(1j * 0.5j * (gam[0] @ gam[n] - gam[n] @ gam[0])
            * metric[n] * qab[n] / 2 for n in range(4))
amplitude = spinors(pb).conj().T @ gam[0] @ pauli @ spinors(pa) / 2
cross = np.cross(b3, a3)
expected = (-(b3 - a3) @ (b3 - a3) * one2
            + 2j * sum(cross[i] * sig[i] for i in range(3))) / 4
assert np.max(abs(amplitude - expected)) < 1e-3 * np.max(abs(expected))


# ---- real soft emission from the relativistic classical current ----
def soft_emission(Q, dE, lam):
    energy = math.sqrt(1 + Q * Q / 4)

    def f(k):
        k = k[:, None]
        w = np.sqrt(k * k + lam * lam)
        pk = energy * w + 0.5 * Q * k * TU
        ppk = energy * w - 0.5 * Q * k * TU
        current = 2 * (1 + Q * Q / 2) / (pk * ppk) - 1 / pk**2 - 1 / ppk**2
        return ((k * k / w) * current) @ WU
    return alpha / (2 * math.pi) * log_integral(f, lam * 1e-4, dE)


Q, dE = 0.02, 1e-6
unit = 2 * alpha * Q * Q / (3 * math.pi)
scatter_bracket = math.log(1 / (2 * dE)) + 5 / 6
scatter_rows = []
for lam in (1e-8, 1e-10):
    real = soft_emission(Q, dE, lam)
    virtual = -unit * GE_slope(lam)
    assert abs(real / unit - (math.log(2 * dE / lam) - 5 / 6)) < 5e-3
    assert abs((real + virtual) / unit + scatter_bracket) < 5e-3
    scatter_rows.append((lam, virtual, real, virtual + real))


# ---- binding: massless minus massive photon for one excitation energy ----
def binding_exchange(delta, lam):
    def f(k):
        w = np.sqrt(k * k + lam * lam)
        massive = k * k / (w * w * (w + delta)) * (1 - k * k / (3 * w * w))
        return 2 / (3 * (k + delta)) - massive
    return 1.5 * log_integral(f, delta * 1e-6, lam * 1e5)


delta_test = 1e-11
binding_rows = []
for lam in (1e-5, 1e-6):
    vertex, exchange = GE_slope(lam), binding_exchange(delta_test, lam)
    target = math.log(1 / (2 * delta_test)) + 5 / 6
    assert abs(vertex + exchange - target) < 5e-4
    binding_rows.append((lam, vertex, exchange, vertex + exchange))

# ---- hydrogen spectrum and Bethe logarithms ----
mp.dps = 45
half = mp.mpf(1) / 2


def power_integral(a, s):
    return math.factorial(a) / s**(a + 1)


def transitions(l, extra_power, source, weight, ratio, count):
    """Excitation energies from n=2 and squared momentum matrix elements.
    source: terms (coefficient, power) of the radial p|n>, times exp(-r/2)."""
    basis = [(l + 1, half * mp.mpf(ratio)**(j - 4)) for j in range(count)]
    basis.append((extra_power, half))
    n = len(basis)
    norm = [1 / mp.sqrt(power_integral(2 * a, 2 * e)) for a, e in basis]
    S, H, d = mp.matrix(n, n), mp.matrix(n, n), mp.matrix(n, 1)
    for i, (a, e) in enumerate(basis):
        d[i] = norm[i] * sum(c * power_integral(a + b, e + half)
                             for c, b in source)
        for j, (b, g) in enumerate(basis[:i + 1]):
            i0 = power_integral(a + b, e + g)
            i1 = power_integral(a + b - 1, e + g)
            i2 = power_integral(a + b - 2, e + g)
            hij = ((a * b + l * (l + 1)) * i2 - (a * g + b * e) * i1
                   + e * g * i0) / 2 - i1
            S[i, j] = S[j, i] = norm[i] * norm[j] * i0
            H[i, j] = H[j, i] = norm[i] * norm[j] * hij
    inv = mp.inverse(mp.cholesky(S))
    energies, vectors = mp.eigsy(inv * H * inv.T)
    amp = vectors.T * (inv * d)
    return [(float(energies[i] + mp.mpf(1) / 8), float(weight * amp[i]**2))
            for i in range(n)]


density_sum = 2 * math.pi * (1 / (8 * math.pi))   # 2 pi |psi_2S(0)|^2


def bethe_log(levels):
    """Weighted mean of ln(|Delta|/Rydberg), normalized to the 2S density."""
    return sum(w * e * math.log(abs(2 * e)) for e, w in levels
               if abs(e) > 1e-18) / density_sum


r2, r24 = 1 / mp.sqrt(2), 1 / mp.sqrt(24)
source_2S = [(-r2, 1), (r2 / 4, 2)]
levels_2S = transitions(1, 1, source_2S, 1, '1.7', 33)
coarse_2S = transitions(1, 1, source_2S, 1, '2.0', 26)
levels_2P = (transitions(0, 2, [(3 * r24, 1), (-r24 / 2, 2)],
                         mp.mpf(1) / 3, '1.7', 26)
             + transitions(2, 2, [(-r24 / 2, 2)], mp.mpf(2) / 3, '1.7', 26))
sum_2S = sum(e * w for e, w in levels_2S)
sum_2P = sum(e * w for e, w in levels_2P)
assert abs(sum_2S - density_sum) < 1e-8
assert abs(sum_2P) < 1e-8
assert abs(min(e for e, w in levels_2P) + 3 / 8) < 1e-4   # 1S below 2P
log_2S, log_2P = bethe_log(levels_2S), bethe_log(levels_2P)
basis_change = abs(log_2S - bethe_log(coarse_2S))
assert basis_change < 1e-3

inv_r3 = quad(lambda r: r * math.exp(-r) / 24, 0, np.inf)[0]
L_dot_S = (0.5 * 1.5 - 1 * 2 - 0.5 * 1.5) / 2
spin_orbit = 3 * inv_r3 * L_dot_S
assert abs(spin_orbit + 1 / 8) < 1e-9
bracket_2S = math.log(alpha**-2) - log_2S + 5 / 6
bracket_2P = -log_2P + spin_orbit
scale_J = alpha**5 * const.m_e * const.c**2 / (6 * math.pi)
scale_MHz = scale_J / const.h / 1e6
splitting = scale_MHz * (bracket_2S - bracket_2P)


def radius_fm(bracket):
    return compton_fm * math.sqrt(2 * alpha / math.pi * bracket)


print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"reduced Compton length = {compton_fm:.3f} fm")
print(f"F2(0)/(alpha/2pi), lam=1e-7 m = {F2_zero(1e-7):.6f}")
print("Slopes in units alpha/(3 pi m^2); formal radius in fm")
for lam in (1e-4, 1e-6, 1e-8):
    ge = GE_slope(lam)
    print(f"lam/m={lam:.0e}: F1 slope={1.5 * F1_slope(lam):.4f}, "
          f"GE slope={ge:.4f}, radius={radius_fm(ge):.2f} fm")
print(f"Scattering: Q/m = {Q}, dE/m = {dE:.0e}")
print(f"kinetic energy/m for back-scattering = {Q * Q / 8:.1e}")
for lam, virtual, real, total in scatter_rows:
    print(f"lam/m={lam:.0e}: virtual={virtual:.4e}, "
          f"real={real:.4e}, sum={total:.4e}")
print(f"scattering bracket ln(m/2dE)+5/6 = {scatter_bracket:.4f}")
print(f"inclusive correction from formula = {-unit * scatter_bracket:.4e}")
print(f"effective radius, scattering = {radius_fm(scatter_bracket):.2f} fm")
print(f"Binding test: Delta/m = {delta_test:.0e}")
for lam, vertex, exchange, total in binding_rows:
    print(f"lam/m={lam:.0e}: vertex={vertex:.4f}, "
          f"exchange={exchange:.4f}, sum={total:.4f}")
print(f"binding formula ln(m/2Delta)+5/6 = {target:.4f}")
print(f"2S momentum sum = {sum_2S:.6f} atomic units")
print(f"2pi|psi_2S(0)|^2 = {density_sum:.6f} atomic units")
print(f"2P momentum sum = {abs(sum_2P):.6f} atomic units")
print(f"Bethe logarithm 2S = {log_2S:.4f}")
print(f"Bethe logarithm 2P = {log_2P:.4f}")
print(f"2S change with second basis = {basis_change:.1e}")
print(f"ln(alpha^-2) = {math.log(alpha**-2):.4f}")
print(f"2P1/2 spin-orbit term = {spin_orbit:.4f}")
print(f"2S bracket = {bracket_2S:.4f}")
print(f"2P1/2 bracket = {bracket_2P:.4f}")
print(f"alpha^5 m c^2/(6 pi h) = {scale_MHz:.3f} MHz")
print(f"2S vertex shift = {scale_MHz * bracket_2S:.1f} MHz")
print(f"2P1/2 vertex shift = {scale_MHz * bracket_2P:.1f} MHz")
print(f"2S-2P1/2 vertex splitting = {splitting:.1f} MHz")
print(f"same splitting = {splitting * 1e6 * const.h / const.e * 1e6:.3f} "
      "micro-eV")
print(f"effective radius, 2S binding = {radius_fm(bracket_2S):.2f} fm")
print("OK")
```

It prints:

```
fine-structure constant alpha = 0.007297353
reduced Compton length = 386.159 fm
F2(0)/(alpha/2pi), lam=1e-7 m = 1.000000
Slopes in units alpha/(3 pi m^2); formal radius in fm
lam/m=1e-04: F1 slope=8.8355, GE slope=9.2104, radius=79.88 fm
lam/m=1e-06: F1 slope=13.4405, GE slope=13.8155, radius=97.83 fm
lam/m=1e-08: F1 slope=18.0457, GE slope=18.4207, radius=112.96 fm
Scattering: Q/m = 0.02, dE/m = 1e-06
kinetic energy/m for back-scattering = 5.0e-05
lam/m=1e-08: virtual=-1.1410e-05, real=2.7656e-06, sum=-8.6446e-06
lam/m=1e-10: virtual=-1.4263e-05, real=5.6179e-06, sum=-8.6448e-06
scattering bracket ln(m/2dE)+5/6 = 13.9557
inclusive correction from formula = -8.6444e-06
effective radius, scattering = 98.33 fm
Binding test: Delta/m = 1e-11
lam/m=1e-05: vertex=11.5129, exchange=13.9557, sum=25.4686
lam/m=1e-06: vertex=13.8155, exchange=11.6531, sum=25.4686
binding formula ln(m/2Delta)+5/6 = 25.4686
2S momentum sum = 0.250000 atomic units
2pi|psi_2S(0)|^2 = 0.250000 atomic units
2P momentum sum = 0.000000 atomic units
Bethe logarithm 2S = 2.8117
Bethe logarithm 2P = -0.0300
2S change with second basis = 9.4e-05
ln(alpha^-2) = 9.8405
2P1/2 spin-orbit term = -0.1250
2S bracket = 7.8621
2P1/2 bracket = -0.0950
alpha^5 m c^2/(6 pi h) = 135.644 MHz
2S vertex shift = 1066.4 MHz
2P1/2 vertex shift = -12.9 MHz
2S-2P1/2 vertex splitting = 1079.3 MHz
same splitting = 4.464 micro-eV
effective radius, 2S binding = 73.80 fm
OK
```
